\section*{The Generalized Einstein Relation for Degenerate Electrons and Donor Freeze-Out}

\section{Result and conventions}

For free electrons in a parabolic band at uniform temperature, the ratio of diffusivity $D$ to mobility $\mu$ is
\begin{equation}
\frac{D}{\mu}=\frac{n}{(\partial n/\partial\zeta)_T}
=\theta\,\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)},\qquad \eta=\frac{\zeta}{\theta}.
\label{main}
\end{equation}
Here $n$ is the density of free electrons, $\theta=k_BT$, and $\zeta$ is the chemical potential measured from the local band edge. The Fermi-Dirac integrals carry the normalization
\begin{equation}
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}},\qquad j>-1 .
\label{fd}
\end{equation}
When $\eta\ll-1$ both integrals approach $e^\eta$, and (\ref{main}) becomes the classical relation $D/\mu=\theta$.

The algebra uses atomic units, $\hbar=m_e=e=1$. The mobility is the drift speed per unit force and is positive. The ratio $D/\mu$ is then an energy; with mobility defined per unit electric field, the same number of electronvolts is read as volts.

Four assumptions enter. The electrons are close to local equilibrium, so that the current is linear in the driving forces. The potential varies slowly enough for the density at a point to be that of a uniform gas with the local $\zeta$. The band shifts rigidly with the electrostatic energy $U(x)$ of an electron. Finally, the electrons are independent: correlation and density-dependent shifts of the band edge are left out. The first equality in (\ref{main}) holds for any rigid band; the second needs the parabolic one.

\section{Density and its derivative}

Let the band have $g$ equivalent valleys, each with energy $\varepsilon=\sum_i k_i^2/2m_i$ above the band edge. The substitution $k_i=\sqrt{m_i}\,w_i$ turns the ellipsoid into a sphere, $\varepsilon=w^2/2$, with $d^3k=m^{3/2}d^3w$ and $m=(m_1m_2m_3)^{1/3}$. Since $w=\sqrt{2\varepsilon}$ and $dw=d\varepsilon/\sqrt{2\varepsilon}$, the volume element is $4\pi w^2dw=4\pi\sqrt{2\varepsilon}\,d\varepsilon$. With two spin states and the Fermi function $f=[1+e^{(\varepsilon-\zeta)/\theta}]^{-1}$,
\begin{align}
n&=\frac{2g}{(2\pi)^3}\,m^{3/2}\,4\pi\sqrt2\int_0^\infty\!\sqrt{\varepsilon}\,f\,d\varepsilon
=\frac{\sqrt2\,g\,m^{3/2}}{\pi^2}\int_0^\infty\!\sqrt{\varepsilon}\,f\,d\varepsilon .
\label{dens}
\end{align}
Setting $\varepsilon=\theta x$ produces a factor $\theta^{3/2}$ and the integral $\Gamma(3/2)F_{1/2}(\eta)$, where $\Gamma(3/2)=\sqrt\pi/2$. Therefore
\begin{equation}
n=N_cF_{1/2}(\eta),\qquad N_c=2g\left(\frac{m\theta}{2\pi}\right)^{3/2}.
\label{nc}
\end{equation}

To differentiate, note that $1/(1+e^{x-\eta})$ depends on $x-\eta$, so its $\eta$-derivative is minus its $x$-derivative. Integration by parts gives
\begin{align}
\frac{dF_{1/2}}{d\eta}
&=-\frac{1}{\Gamma(3/2)}\int_0^\infty x^{1/2}\frac{d}{dx}\frac{1}{1+e^{x-\eta}}\,dx\nonumber\\
&=\frac{1}{2\,\Gamma(3/2)}\int_0^\infty\frac{x^{-1/2}\,dx}{1+e^{x-\eta}}=F_{-1/2}(\eta).
\label{deriv}
\end{align}
The boundary term vanishes at $x=0$ through $x^{1/2}$ and at infinity through the exponential. The last step uses $\Gamma(3/2)=\tfrac12\Gamma(1/2)$. At fixed temperature $d\eta=d\zeta/\theta$, hence
\begin{equation}
\left(\frac{\partial n}{\partial\zeta}\right)_T=\frac{N_c}{\theta}F_{-1/2}(\eta).
\label{comp}
\end{equation}

\section{Balance of drift and diffusion}

The force on an electron is $-dU/dx$. The particle current is the sum of drift along the force and diffusion down the density gradient:
\begin{equation}
J=-n\mu\frac{dU}{dx}-D\frac{dn}{dx}.
\label{flux}
\end{equation}
In equilibrium $J=0$ and the total chemical potential $U+\zeta$ is uniform. Thus $d\zeta/dx=-dU/dx$, and
\begin{equation}
\frac{dn}{dx}=-\frac{\partial n}{\partial\zeta}\frac{dU}{dx}.
\label{grad}
\end{equation}
Inserting this in (\ref{flux}) gives
\begin{equation}
0=\left(-n\mu+D\frac{\partial n}{\partial\zeta}\right)\frac{dU}{dx}.
\end{equation}
For a nonzero slope of the potential the bracket must vanish, which is the first equality in (\ref{main}). Dividing (\ref{nc}) by (\ref{comp}) gives the second. In linear response $D$ and $\mu$ are properties of the local density and temperature, so the relation found in equilibrium also holds when a small current flows.

The reason for the larger ratio in a dense gas can be read from (\ref{grad}). Low states are already filled, so a given change of $\zeta$ changes $n$ by a smaller fraction than in a classical gas. A weaker relative density gradient then balances the same force, and $D$ must be larger relative to $\mu$.

The assumption of a rigid band can be relaxed to show how the result fails. Suppose a mean-field shift $\Delta(n)$ moves the band edge, and mobility is still defined by the electrostatic force alone. The current is driven by the gradient of the total chemical potential, $J=-n\mu\,d(U+\Delta+\zeta)/dx$. Collecting the terms in $dn/dx$ gives
\begin{equation}
\frac{D}{\mu}=n\left(\frac{\partial\zeta}{\partial n}+\frac{d\Delta}{dn}\right).
\end{equation}
A band edge that falls with density therefore lowers the ratio below (\ref{main}).

\section{The same ratio from the Boltzmann equation}

A kinetic calculation shows what happens to the scattering. Let $\tau(\varepsilon)$ be an energy-dependent relaxation time and $f_0$ the Fermi function with the local $\zeta(x)$. In a steady state with force $F=-dU/dx$,
\begin{equation}
v_x\frac{\partial f}{\partial x}+F\frac{\partial f}{\partial k_x}=-\frac{f-f_0}{\tau}.
\end{equation}
To first order in the gradients $f$ may be replaced by $f_0$ on the left, so
\begin{equation}
f-f_0=-\tau\left(v_x\frac{\partial f_0}{\partial x}+F\frac{\partial f_0}{\partial k_x}\right).
\label{df}
\end{equation}
This correction is odd in $\mathbf k$ and leaves the local density unchanged. The two derivatives are
\begin{equation}
\frac{\partial f_0}{\partial k_x}=v_x\frac{\partial f_0}{\partial\varepsilon},\qquad
\frac{\partial f_0}{\partial x}=-\frac{\partial f_0}{\partial\varepsilon}\,\frac{d\zeta}{dx}
=-\frac{\partial f_0}{\partial\varepsilon}\,\frac{dn/dx}{\partial n/\partial\zeta}.
\end{equation}
Multiplying (\ref{df}) by $v_x$ and summing over states, valleys included, gives
\begin{equation}
J=KF-\frac{K}{\partial n/\partial\zeta}\frac{dn}{dx},\qquad
K=\sum_{\rm valleys}\int\frac{2\,d^3k}{(2\pi)^3}\,v_x^2\,\tau\left(-\frac{\partial f_0}{\partial\varepsilon}\right).
\end{equation}
Comparison with (\ref{flux}) yields
\begin{equation}
\mu=\frac{K}{n},\qquad D=\frac{K}{\partial n/\partial\zeta}.
\label{kin}
\end{equation}
All scattering times, and the effective mass along the current, sit in the common factor $K$ and cancel from $D/\mu$. The mass still enters at a given density, because $N_c$ fixes $\eta$.

In the numerical output, drift and diffusion are evaluated separately for $\tau=(\varepsilon/\theta)^p$ at $\eta=2.754$. In scaled units, $p=-1/2$ gives $\mu=1.747$ and $D=4.004$, while $p=3/2$ gives $\mu=30.05$ and $D=68.89$. The mobilities differ by a factor of 17, yet both ratios $D/(\mu\theta)$ are $2.2925$, in agreement with (\ref{main}).

\section{Number fluctuations}

The ratio also has a statistical meaning. Consider a volume open to a reservoir of electrons. The occupation of each one-electron state is 0 or 1, so it equals its own square, and its variance is $f-f^2=f(1-f)$. Independent states add their variances. With $y=(\varepsilon-\zeta)/\theta$,
\begin{equation}
\theta\frac{\partial f}{\partial\zeta}=\frac{e^y}{(1+e^y)^2}=f(1-f).
\end{equation}
Summing over states gives ${\rm Var}\,N=\theta\,\partial\langle N\rangle/\partial\zeta$, and the first equality in (\ref{main}) becomes
\begin{equation}
\frac{D}{\mu}=\theta\,\frac{\langle N\rangle}{{\rm Var}\,N}
=\theta\,\frac{\sum f}{\sum f(1-f)}.
\label{fluc}
\end{equation}
Because $0<f<1$, the denominator is smaller than the numerator. Independent electrons thus have $D/\mu>\theta$ at every density, and the classical value is a lower limit approached as all $f\to0$. The Pauli principle suppresses the fluctuations of $N$, and the ratio rises by the same factor.

\section{Low density and strong degeneracy}

\subsection{Low density}

Let $z=e^\eta<1$. Expanding the integrand of (\ref{fd}) as $\sum_{k\ge1}(-1)^{k+1}z^ke^{-kx}$ and integrating term by term gives $F_j=\sum_{k\ge1}(-1)^{k+1}z^k/k^{j+1}$. With $u=n/N_c$,
\begin{equation}
u=z-\frac{z^2}{\sqrt8}+\frac{z^3}{3\sqrt3}-\dots
\label{ser}
\end{equation}
Insert $z=u+au^2+bu^3+\dots$ and compare powers. The second order gives $a=1/\sqrt8$. The third gives $b=2a/\sqrt8-1/(3\sqrt3)=1/4-\sqrt3/9$. Taking the logarithm,
\begin{align}
\eta&=\ln u+au+\left(b-\tfrac12a^2\right)u^2+\dots\nonumber\\
&=\ln u+\frac{u}{\sqrt8}+\left(\frac{3}{16}-\frac{\sqrt3}{9}\right)u^2+\dots
\label{jd}
\end{align}
Since $D/\mu=n\,\partial\zeta/\partial n=\theta\,u\,d\eta/du$, each power of $u$ is multiplied by its exponent:
\begin{equation}
\frac{D}{\mu}=\theta\left[1+\frac{u}{\sqrt8}+\left(\frac38-\frac{2\sqrt3}{9}\right)u^2+\dots\right].
\label{low}
\end{equation}
The coefficients are $0.35355$ and $-0.00990$. The second is so small that the linear term alone describes the onset of degeneracy well.

\subsection{Strong degeneracy}

For $\theta\ll\zeta$, integrate (\ref{dens}) by parts, using $\tfrac23\varepsilon^{3/2}$ as the integral of $\sqrt\varepsilon$:
\begin{equation}
\int_0^\infty\!\sqrt\varepsilon\,f\,d\varepsilon
=\int_0^\infty\tfrac23\varepsilon^{3/2}\left(-\frac{\partial f}{\partial\varepsilon}\right)d\varepsilon .
\end{equation}
The factor $-\partial f/\partial\varepsilon$ is a narrow peak, even about $\zeta$ and of unit area up to terms of order $e^{-\zeta/\theta}$. Its mean square width is $\theta^2$ times
\begin{equation}
\int_{-\infty}^\infty\frac{y^2e^y\,dy}{(1+e^y)^2}
=2\sum_{k\ge1}(-1)^{k+1}k\,\frac{2}{k^3}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\end{equation}
Expanding $\tfrac23\varepsilon^{3/2}$ about $\zeta$, whose second derivative there is $\tfrac12\zeta^{-1/2}$, gives
\begin{equation}
n\propto\tfrac23\zeta^{3/2}+\frac12\cdot\frac{\pi^2\theta^2}{3}\cdot\frac{1}{2\sqrt\zeta}
=\tfrac23\zeta^{3/2}\left(1+\frac{\pi^2\theta^2}{8\zeta^2}\right).
\end{equation}
Let $E_F$ be the chemical potential at zero temperature for the same density, so that $n\propto\tfrac23E_F^{3/2}$ with the same prefactor. Raising both expressions to the power $2/3$ gives $E_F=\zeta(1+\pi^2\theta^2/12\zeta^2)$, or, to this order, $\zeta=E_F-\pi^2\theta^2/12E_F$. Because $n\propto E_F^{3/2}$, one has $n\,\partial/\partial n=\tfrac23E_F\,\partial/\partial E_F$, and
\begin{equation}
\frac{D}{\mu}=\frac23E_F\left[1+\frac{\pi^2}{12}\left(\frac{\theta}{E_F}\right)^2+\dots\right].
\label{deg}
\end{equation}
The Fermi energy replaces the thermal energy as the scale, and the ratio stays finite as $T\to0$ at fixed free density. At $E_F=5\theta$, (\ref{deg}) gives $D/\mu=0.6886\,E_F$ against $0.6937\,E_F$ from (\ref{main}), an error of $0.7\%$ of the latter. At $E_F=20\theta$ the two agree to within $3\times10^{-5}$ of the ratio.

\section{Numbers at room temperature}

Take a model band with six valleys, each of density-of-states mass $0.3\,m_e$, at 300 K. Then $\theta=0.025852$ eV, and (\ref{nc}) gives $N_c=2.474\times10^{-5}$ \AA$^{-3}$. Solving $F_{1/2}(\eta)=n/N_c$ for each density leads to:

\begin{center}
\begin{tabular}{ccccc}
$n$ (\AA$^{-3}$) & $n/N_c$ & $\eta$ & $D/(\mu\theta)$ & $D/\mu$ (eV)\\
$10^{-7}$ & 0.0040 & $-5.510$ & 1.0014 & 0.0259\\
$10^{-6}$ & 0.0404 & $-3.194$ & 1.0143 & 0.0262\\
$10^{-5}$ & 0.4042 & $-0.764$ & 1.1413 & 0.0295\\
$10^{-4}$ & 4.0420 & 2.754 & 2.2925 & 0.0593\\
$10^{-3}$ & 40.420 & 14.181 & 9.5323 & 0.2464
\end{tabular}
\end{center}

The last row puts $\zeta$ at 0.37 eV above the band edge. Real bands are often no longer parabolic there, so this row illustrates the formula and does not describe a particular material. A weaker effect of nonparabolicity can already reach the row above it. The shift $\Delta(n)$, left out here, matters in every row, and in the first three it can outweigh the small excess over 1. At low density, first-order exchange in a medium of dielectric constant $\epsilon$ gives $\Delta=-u/(\epsilon\lambda)$ with $\lambda=\sqrt{2\pi/m\theta}$. Its contribution to $D/\mu$ is linear in $n$, like the term $\theta u/\sqrt8$ of (\ref{low}), opposite in sign, and $\sqrt8/(\epsilon\lambda\theta)$ times as large, which is about $1.7$ for $\epsilon=11.7$ at 300 K. Screening lowers the ratio further at these densities. In a real crystal $D/\mu$ can therefore lie below $\theta$ at moderate density, and the table describes independent electrons only.

For $n=10^{-4}$ \AA$^{-3}$, which is $10^{20}$ cm$^{-3}$, the arithmetic is
\begin{equation}
\frac{D}{\mu}=0.025852\ {\rm eV}\times\frac{4.0420}{1.7631}=0.0593\ {\rm eV},
\end{equation}
or $2.18\times10^{-3}$ hartree. The classical relation would give less than half of this. An explicit sum over plane waves in a periodic box holding this gas gives $\langle N\rangle=48504$ and ${\rm Var}\,N=21158$; their quotient is again $2.2925$, as (\ref{fluc}) requires.

The low-density formula (\ref{low}) at $n=10^{-5}$ \AA$^{-3}$ gives $1+0.1429-0.0016=1.1413$, the value in the table. At $n=10^{-4}$ \AA$^{-3}$ it gives $1+1.429-0.162=2.267$, which is $1.1\%$ below the full result. There $z>1$ and the series (\ref{ser}) diverges, so the derivation above does not by itself guarantee this closeness.

\subsection{A step in density}

Let two wide regions of densities $n_1<n_2$ be in equilibrium with each other. Setting $J=0$ in (\ref{flux}) gives $dU=-(D/\mu)\,dn/n$. As $D/\mu=n\,\partial\zeta/\partial n$, integration yields
\begin{equation}
U_1-U_2=\int_{n_1}^{n_2}\frac{D}{\mu}\,\frac{dn}{n}=\zeta_2-\zeta_1=\theta(\eta_2-\eta_1).
\label{step}
\end{equation}
The band edge is lower on the dense side. Between $10^{-5}$ and $10^{-4}$ \AA$^{-3}$ the step is $0.025852\times(2.7536+0.7637)=0.0909$ eV. With $D/\mu=\theta$ the integral would be $\theta\ln10=0.0595$ eV. In this model, degeneracy raises the built-in step by $53\%$ of the classical value. In a real heavily doped crystal the electrostatic step also contains $\Delta(n_2)-\Delta(n_1)$, the density-dependent shift of the band edge left out here. It is negative when the edge falls with density, and at $10^{20}$ cm$^{-3}$ it can be comparable with the increase just found.

\section{Freeze-out}

\subsection{Free density with donors}

In a doped crystal the free density itself depends on temperature. Consider isolated donors of density $N_D$, each with one bound level at energy $E_d$ below the band edge. A donor is empty, with statistical weight 1, or holds one electron of either spin, with total weight $2e^{(\zeta+E_d)/\theta}$; repulsion excludes a second electron. Without acceptors, neutrality equates $n$ to the density of empty donors:
\begin{equation}
n=\frac{N_D}{1+2e^{\eta+E_d/\theta}}.
\label{don}
\end{equation}
In the nondegenerate regime $e^\eta=n/N_c$, and (\ref{don}) becomes
\begin{equation}
n+\frac{2n^2}{N_c}e^{E_d/\theta}=N_D .
\end{equation}
When most electrons are bound, the first term is negligible, and
\begin{equation}
n\simeq\sqrt{\frac{N_cN_D}{2}}\;e^{-E_d/2\theta},\qquad
\eta\simeq\frac12\ln\frac{N_D}{2N_c}-\frac{E_d}{2\theta}.
\label{fro}
\end{equation}
On cooling, $N_c$ falls as $T^{3/2}$ and the logarithm grows slowly, but the term in $1/\theta$ prevails. Hence $\eta\to-\infty$, and $D/\mu$ returns to $\theta$.

Compensation does not alter this conclusion. If acceptors of density $N_A<N_D$ have each taken one electron, neutrality reads $n+N_A=N_D/(1+2e^{\eta+E_d/\theta})$. For $n\ll N_A$ it gives
\begin{equation}
e^\eta=\frac{N_D-N_A}{2N_A}\,e^{-E_d/\theta},
\end{equation}
so that $\eta$ falls with the full $E_d/\theta$, twice as fast as in (\ref{fro}).

The derivative in (\ref{main}) counts free electrons, because $D$ in (\ref{flux}) multiplies the gradient of $n$. If bound electrons, of density $n_b$, stay in local equilibrium with the band and the donors are uniform, the current may instead be referred to the gradient of $n+n_b$. From $J=-n\mu\,d\zeta/dx$ at $U'=0$, the effective diffusivity is $n\mu/[\partial(n+n_b)/\partial\zeta]$. It is smaller than $D$, since the bound electrons store density without carrying current.

\subsection{Numbers on cooling}

Keep the same band and take $N_D=10^{-7}$ \AA$^{-3}$ and $E_d=0.05$ eV. The last two columns compare $D/(\mu\theta)$ for the density from (\ref{don}) with the value if every donor stayed ionized.

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $n$ (\AA$^{-3}$) & frozen & ionized\\
300 & $9.50\times10^{-8}$ & 1.0014 & 1.0014\\
100 & $2.34\times10^{-8}$ & 1.0017 & 1.0074\\
50 & $8.72\times10^{-10}$ & 1.0002 & 1.0210\\
20 & $7.32\times10^{-14}$ & 1.0000 & 1.0825\\
10 & $2.18\times10^{-20}$ & 1.0000 & 1.2306
\end{tabular}
\end{center}

The frozen column does not fall steadily: its entry at 100 K is slightly above that at 300 K. By (\ref{low}) the excess over 1 is close to $0.354\,n/N_c$. From 300 to 100 K $n$ drops by a factor of $4.05$ in all, while $N_c$ drops by $3^{3/2}=5.20$, so $n/N_c$ is larger at the lower of the two temperatures. By 50 K the exponential loss of carriers has taken over, and the entry is smaller than both. An excess this small belongs to the independent-electron model; in a real crystal the shift $\Delta(n)$ can be larger and of opposite sign.

With all donors ionized, the ratio at 10 K would be $0.00106$ eV instead of the classical $0.00086$ eV. This gas would be only at the onset of degeneracy: $E_F=\theta(3\sqrt\pi\,n/4N_c)^{2/3}\approx0.0008$ eV is comparable with $\theta$. Further cooling would take $D/\mu$ towards $\tfrac23E_F\approx0.0005$ eV, whereas with freeze-out it goes to zero with $\theta$.

The donor law (\ref{don}) was tested at 50 K against a canonical sum over all divisions of 200\,000 electrons between as many donors and a classical gas in the band. Both give a free fraction of $0.0087$. The model stops being valid when donors are dense enough for their bound states to overlap: an impurity band then forms, carriers need not freeze out, and neither (\ref{don}) nor the parabolic density of states can be relied on. Excited donor states are also left out. In a band with several valleys, the weight 2 in (\ref{don}) supposes that one combination of the valleys lies lowest and the others well above it on the scale of $\theta$. Where this fails, the other levels hold electrons too and the free fraction is smaller, which can matter even at 300 K.

\section*{Calculated quantities}
\begin{verbatim}
model band: valleys 6, mass per valley 0.3 m_e
temperature 300 K, theta = 0.025852 eV
N_c = 2.47403e-05 angstrom^-3
n (angstrom^-3), n/N_c, eta, F_1/2, F_-1/2, ratio/theta, D/mu (eV)
  1e-07 0.00404 -5.50959 0.00404 0.00404 1.00143 0.025889
  1e-06 0.04042 -3.19415 0.04042 0.03985 1.01427 0.026221
  1e-05 0.40420 -0.76374 0.40420 0.35415 1.14132 0.029505
  1e-04 4.04199 2.75364 4.04199 1.76313 2.29250 0.059266
  1e-03 40.41986 14.18106 40.41986 4.24033 9.53225 0.246428
main case: n = 1e-04 angstrom^-3 = 1e+20 cm^-3
main case: D/mu = 0.059266 eV = 2.177979e-03 hartree
Boltzmann equation, main case, tau = (energy/theta)^p:
  p = -0.5: mu = 1.74657, D = 4.00403 (scaled units), D/(mu theta) = 2.29250
  p =  0.0: mu = 3.33333, D = 7.64168 (scaled units), D/(mu theta) = 2.29250
  p =  1.5: mu = 30.04817, D = 68.88557 (scaled units), D/(mu theta) = 2.29250
box edge 785.70 angstrom: mean N = 48503.84, Var N = 21157.57
  mean N / Var N = 2.29250
low-density coefficients: 0.35355, -0.00990; second from numerics -0.00990
E_F/theta, exact D/(mu E_F), leading 2/3 with correction:
  5 0.693689 0.688599
  20 0.668053 0.668037
  40 0.667010 0.667009
band-edge step, n from 1e-05 to 1e-04 angstrom^-3: 0.090931 eV
  same step with Boltzmann statistics: 0.059526 eV
donors 1e-07 angstrom^-3, binding energy 0.05 eV
free fraction at 50 K: donor law 0.008725, canonical sum 0.008724
n at 20 K: solved 7.31806e-14, low-temperature formula 7.31807e-14 angstrom^-3
T (K), theta (eV), n (angstrom^-3), eta, D/(mu theta) frozen,
  D/(mu theta) all ionized, D/mu frozen (eV), D/mu all ionized (eV)
  300 0.025852 9.4951e-08 -5.5615 1.001357 1.001429 0.0258871 0.0258889
  100 0.008617 2.3443e-08 -5.3120 1.001741 1.007421 0.0086323 0.0086813
  50 0.004309 8.7245e-10 -7.5648 1.000183 1.020968 0.0043095 0.0043990
  20 0.001723 7.3181e-14 -15.5767 1.000000 1.082481 0.0017235 0.0018656
  10 0.000862 2.1822e-20 -29.5625 1.000000 1.230578 0.0008617 0.0010604
\end{verbatim}
